**Thermal noise on a polarization grid: numerical tests**

The program tests the noise amplitude \(\sigma=\sqrt{2Lk_BT\,\Delta t/V}\), where \(L\) is the kinetic coefficient, \(T\) the temperature, \(\Delta t\) the time step and \(V\) the cell volume. It asserts symbolically that the Boltzmann density is stationary for an arbitrary energy of two cells, and it checks the coded field against a numerically differentiated energy. Langevin averages for nonlinear four-cell rings must agree with transfer-matrix averages within 3% for three cell geometries; the output shows differences below 1%. Noise left unscaled on a finer grid must reproduce the predicted wrong temperature, 64.8 K instead of 300 K. Further assertions cover the finite-step variance of linear modes, the stability limit, the grid independence of the box average and the first-order step error of a nonlinear cell. Three-dimensional runs must follow the one-loop mean polarization, and they show it falling from 53.57 to 52.76 µC/cm² as the spacing goes from 0.5 to 0.4 nm. The program also estimates neglected effects from rough inputs, of which depolarization is the largest.

## Check in Python

```python
"""
Result under test: overdamped polarization dynamics on cells of volume V,
    P_i <- P_i - L*dt*(1/V)*dF/dP_i + sigma*xi_i ,  xi_i = unit normals,
samples exp(-F/(kB*T)) as dt -> 0 when sigma^2 = 2*L*kB*T*dt/V.
F = V*sum[-a P^2/2 + b P^4/4] + V*(g/2)*sum over bonds of (difference/h)^2
P polarization (C/m^2), L kinetic coefficient (S/m), h grid spacing (m),
a, b, g Landau and gradient coefficients (SI), T temperature (K).
"""
import numpy as np
import sympy as sp
from scipy.constants import k as kB, epsilon_0, h as planck
from scipy.linalg import solve_discrete_lyapunov

rng = np.random.default_rng(12345)
nm = 1e-9

# Rough typical values in the regime of lithium tantalate
T = 300.0
Ps = 0.55                # spontaneous polarization, C/m^2
chi = 40.0               # susceptibility along the polar axis
xi_wall = 0.5 * nm       # wall profile Ps*tanh(x/xi_wall)
tau = 1e-12              # nominal relaxation time, s
a = 1 / (2 * epsilon_0 * chi)
b = a / Ps**2
g = a * xi_wall**2 / 2
L = 1 / (2 * a * tau)
dt = 0.02 * tau


def energy(P, h, V):
    bonds = sum(np.sum((np.roll(P, -1, ax) - P)**2) for ax in range(P.ndim))
    return V * np.sum(-a * P**2 / 2 + b * P**4 / 4) + V * g * bonds / (2 * h**2)


def local_field(P, h, axes):
    lap = sum(np.roll(P, 1, ax) + np.roll(P, -1, ax) - 2 * P for ax in axes)
    return P * (b * P * P - a) - (g / h**2) * lap


def noise_step(V, step, temp=T):
    return np.sqrt(2 * L * kB * temp * step / V)


def mode_stiffness(n, h):
    s = np.sin(np.pi * np.arange(n) / n)**2
    s2 = s[:, None, None] + s[None, :, None] + s[None, None, :]
    return 2 * a + 4 * g / h**2 * s2, s, s2


def mode_variance(stiff, V, step):
    return kB * T / (V * stiff) / (1 - L * stiff * step / 2)


# --- Fokker-Planck stationarity for an arbitrary energy of two cells
x, y = sp.symbols('x y', real=True)
Ls, Vs, kT, s2sym = sp.symbols('L V kT s2', positive=True)
Fgen = sp.Function('F')(x, y)
dens = sp.exp(-Fgen / kT)
rate = sum(sp.diff(Ls / Vs * sp.diff(Fgen, q) * dens
                   + s2sym / 2 * sp.diff(dens, q), q) for q in (x, y))
assert sp.simplify(rate.subs(s2sym, 2 * Ls * kT / Vs)) == 0
assert sp.simplify(rate.subs(s2sym, 2 * Ls * kT)) != 0

# --- coded field against the differentiated energy
h0 = 0.5 * nm
V0 = h0**3
Ptest = Ps * rng.normal(size=(4, 4, 4))
field = local_field(Ptest, h0, (0, 1, 2))
for site in [(0, 0, 0), (1, 3, 2), (2, 1, 0)]:
    d = np.zeros_like(Ptest)
    d[site] = 1e-4 * Ps
    slope = (energy(Ptest + d, h0, V0) - energy(Ptest - d, h0, V0)) / (2e-4 * Ps)
    assert abs(slope / V0 - field[site]) < 1e-5 * np.max(np.abs(field))


# --- nonlinear rings: Langevin averages against transfer-matrix averages
def ring_boltzmann(h, V, temp, n=4):
    p = np.linspace(-3 * Ps, 3 * Ps, 401)
    w = V * (-a * p**2 / 2 + b * p**4 / 4 + a * Ps**2 / 4)
    bond = V * g / (2 * h**2) * (p[:, None] - p[None, :])**2
    K = np.exp(-((w[:, None] + w[None, :]) / 2 + bond) / (kB * temp))
    K /= np.linalg.norm(K, 2)
    Krest = np.linalg.matrix_power(K, n - 1)
    Z = np.sum(K * Krest.T)
    same = np.sum((p**2)[:, None] * K * Krest.T) / Z
    near = np.sum(p[:, None] * K * p[None, :] * Krest.T) / Z
    return np.array([same, near]) / Ps**2


def ring_langevin(h, V_noise, n=4, copies=2000, steps=12000):
    P = np.full((copies, n), Ps)
    amp = noise_step(V_noise, dt)
    total, count = np.zeros(2), 0
    for m in range(steps):
        P = P - L * dt * local_field(P, h, (1,)) + amp * rng.standard_normal(P.shape)
        if m >= steps // 4 and m % 10 == 0:
            total += [np.mean(P * P), np.mean(P * np.roll(P, 1, 1))]
            count += 1
    return total / count / Ps**2


ring_rows = []
for h, V in [(0.5 * nm, (0.5 * nm)**3), (0.3 * nm, (0.3 * nm)**3),
             (0.5 * nm, (0.5 * nm)**2 * 0.2 * nm)]:
    exact, sim = ring_boltzmann(h, V, T), ring_langevin(h, V)
    assert np.all(np.abs(sim / exact - 1) < 0.03), (sim, exact)
    ring_rows.append((h, V, exact, sim))

# noise left at the value for the 0.5 nm cell while the cell is 0.3 nm
h_bad, V_bad = 0.3 * nm, (0.3 * nm)**3
T_eff = T * V_bad / V0
bad_sim = ring_langevin(h_bad, V0)
bad_eff = ring_boltzmann(h_bad, V_bad, T_eff)
assert np.all(np.abs(bad_sim / bad_eff - 1) < 0.03)
assert np.all(np.abs(bad_sim / ring_rows[1][2] - 1) > 0.06)

# --- linear modes at finite step: Lyapunov covariance against mode formula
big_step = 0.2 * tau
box_spread = []
for n, h in [(4, 0.5 * nm), (2, 1.0 * nm)]:
    V, N = h**3, n**3
    H = np.zeros((N, N))
    for j in range(N):
        d = np.zeros(N)
        d[j] = 1e-4 * Ps
        d = d.reshape(n, n, n)
        H[:, j] = ((local_field(Ps + d, h, (0, 1, 2))
                    - local_field(Ps - d, h, (0, 1, 2))) / (2e-4 * Ps)).ravel()
    M = np.eye(N) - L * big_step * H
    C = solve_discrete_lyapunov(M, noise_step(V, big_step)**2 * np.eye(N))
    stiff = mode_stiffness(n, h)[0]
    assert abs(C[0, 0] / np.mean(mode_variance(stiff, V, big_step)) - 1) < 1e-5
    box_spread.append(np.sum(C) / N**2)
    limit = 2 / (L * stiff.max())
    for factor, stable in [(0.99, True), (1.01, False)]:
        radius = np.max(np.abs(np.linalg.eigvals(np.eye(N) - L * factor * limit * H)))
        assert (radius < 1) == stable
assert abs(box_spread[0] / box_spread[1] - 1) < 1e-5
box_formula = kB * T / (2 * a * (2 * nm)**3)
assert abs(box_spread[0] * (1 - L * a * big_step) / box_formula - 1) < 1e-5


# --- stationary density of the one-step kernel of one nonlinear cell
def kernel_errors(step):
    p = np.linspace(-2 * Ps, 2 * Ps, 801)
    drift = -L * (-a * p + b * p**3)
    K = np.exp(-(p[:, None] - (p + step * drift)[None, :])**2
               / (2 * noise_step(V0, step)**2))
    K /= K.sum(axis=0)
    A = K - np.eye(p.size)
    A[-1] = 1.0
    rhs = np.zeros(p.size)
    rhs[-1] = 1.0
    stationary = np.linalg.solve(A, rhs)
    p0 = np.exp(-V0 * (-a * p**2 / 2 + b * p**4 / 4 + a * Ps**2 / 4) / (kB * T))
    p0 /= p0.sum()
    q = -L * (-a + 3 * b * p**2) / 2 + V0 * drift**2 / (4 * L * kB * T)
    first = p0 * (1 + step * (q - np.sum(p0 * q)))
    return np.sum(np.abs(stationary - p0)) / 2, np.sum(np.abs(stationary - first)) / 2


raw1, rest1 = kernel_errors(dt)
raw2, rest2 = kernel_errors(dt / 2)
assert 1.8 < raw1 / raw2 < 2.2
assert 3.0 < rest1 / rest2 < 5.0
assert rest2 < 0.2 * raw2


# --- three-dimensional nonlinear runs
def bulk_run(h, n=12, steps=8000, burn=1500):
    P = np.full((n, n, n), Ps)
    amp = noise_step(h**3, dt)
    m1 = m2 = count = 0
    for m in range(steps):
        P = P - L * dt * local_field(P, h, (0, 1, 2)) + amp * rng.standard_normal(P.shape)
        if m >= burn and m % 5 == 0:
            m1 += P.mean()
            m2 += np.mean(P * P)
            count += 1
    mean = m1 / count
    return mean, np.sqrt(m2 / count - mean**2)


bulk = []
for h, tol in [(0.5 * nm, 0.006), (0.4 * nm, 0.012)]:
    mean, spread = bulk_run(h)
    lin_var = np.mean(mode_variance(mode_stiffness(12, h)[0], h**3, dt))
    loop_mean = Ps * (1 - 1.5 * lin_var / Ps**2)
    assert abs(mean - loop_mean) / Ps < tol
    assert abs(spread**2 / lin_var - 1) < 0.15
    bulk.append((h, mean, spread, np.sqrt(lin_var), loop_mean))
assert bulk[1][1] < bulk[0][1]

# --- size of neglected effects, rough inputs
eps_back = 7.0           # background permittivity
f_soft = 6e12            # soft-mode frequency, Hz
d33, c33 = 8e-12, 2.3e11  # piezoelectric coefficient m/V, stiffness Pa
v_formula = 0.053 * nm**3  # volume of one formula unit
stiff, s, s2 = mode_stiffness(12, h0)
ratio = np.divide(s[None, None, :] + 0 * s2, s2, out=np.zeros_like(s2), where=s2 > 0)
stiff_dep = stiff + ratio / (epsilon_0 * eps_back)
std_dep = np.sqrt(np.mean(mode_variance(stiff_dep, V0, dt)))
half0 = planck * f_soft / (2 * kB * T)
half1 = half0 * np.sqrt(stiff.max() / (2 * a))
quantum0, quantum1 = half0 / np.tanh(half0), half1 / np.tanh(half1)
coupling = d33**2 * c33 / (epsilon_0 * (chi + eps_back))

# --- printed numbers
c = 100.0                # C/m^2 to uC/cm^2
E_c = 2 * a * Ps / (3 * np.sqrt(3))
print(f"T = {T:.0f} K, Ps = {c*Ps:.1f} uC/cm2, susceptibility = {chi:.0f}")
print(f"wall half-width = {xi_wall/nm:.2f} nm, tau = {tau*1e12:.2f} ps")
print(f"a = {a:.4e} J m/C2")
print(f"b = {b:.4e} J m5/C4")
print(f"g = {g:.4e} J m3/C2")
print(f"L = {L:.2f} S/m, time step = {dt*1e12:.3f} ps")
print(f"kB*T = {kB*T:.4e} J")
print(f"barrier per 0.5 nm cell = {V0*a*Ps**2/4/(kB*T):.2f} kB*T")
for h in (1.0 * nm, 0.5 * nm, 0.4 * nm):
    print(f"h = {h/nm:.1f} nm: noise per step = {c*noise_step(h**3, dt):.3f} uC/cm2")
print(f"random field, h = 0.5 nm = {noise_step(V0, dt)/(L*dt)/1e8:.1f} MV/cm")
print(f"intrinsic coercive field = {E_c/1e8:.2f} MV/cm")
print("Rings of 4 cells, averages in units of Ps^2 (Boltzmann | Langevin):")
for h, V, e, m in ring_rows:
    print(f" h = {h/nm:.1f} nm, V = {V/nm**3:.3f} nm3")
    print(f"  <P_i^2>: {e[0]:.4f} | {m[0]:.4f}")
    print(f"  <P_i P_i+1>: {e[1]:.4f} | {m[1]:.4f}")
print(f"Unscaled noise, h = 0.3 nm: T_eff = {T_eff:.1f} K")
print(f"  <P_i^2>: Boltzmann at T_eff {bad_eff[0]:.4f} | Langevin {bad_sim[0]:.4f}")
print(f"  <P_i P_i+1>: at T_eff {bad_eff[1]:.4f} | Langevin {bad_sim[1]:.4f}")
print(f"2 nm box average, linear spread = {c*np.sqrt(box_formula):.3f} uC/cm2")
print(f"stability limit, h = 0.5 nm = {2/(L*stiff.max())*1e12:.3f} ps")
bias = np.mean(mode_variance(stiff, V0, dt)) / np.mean(kB * T / (V0 * stiff)) - 1
print(f"site-variance step bias, h = 0.5 nm = {100*bias:.2f} %")
print("One cell, total-variation distance from Boltzmann:")
print(f"  step {dt*1e12:.3f} ps: {raw1:.3e}; after 1st-order term {rest1:.3e}")
print(f"  step {dt/2*1e12:.3f} ps: {raw2:.3e}; after 1st-order term {rest2:.3e}")
print("3D runs, 12x12x12 cells, in uC/cm2:")
for h, mean, spread, lin, loop in bulk:
    print(f" h = {h/nm:.1f} nm: mean P = {c*mean:.2f}, one-loop = {c*loop:.2f}")
    print(f"  site spread = {c*spread:.2f}, linear theory = {c*lin:.2f}")
print("Neglected effects (rough inputs), h = 0.5 nm:")
print(f" background permittivity = {eps_back:.0f}, soft mode = {f_soft/1e12:.0f} THz")
print(f" depolarization stiffness / 2a = {1/(epsilon_0*eps_back)/(2*a):.2f}")
print(f" linear site spread with depolarization = {c*std_dep:.2f} uC/cm2")
print(f" quantum/classical variance, uniform mode = {quantum0:.3f}")
print(f" quantum/classical variance, stiffest mode = {quantum1:.3f}")
print(f" d33 = {d33*1e12:.0f} pm/V, stiffness = {c33/1e9:.0f} GPa")
print(f" elastic coupling factor k^2 = {coupling:.3f}")
print(f" damping/frequency implied by tau = {2*np.pi*f_soft*tau:.1f}")
print(f" formula-unit volume = {v_formula/nm**3:.3f} nm3")
print(f" formula units per cell: 0.5 nm {V0/v_formula:.2f},"
      f" 0.4 nm {(0.4*nm)**3/v_formula:.2f}")
print("verified")
```

Running it gives:

```
T = 300 K, Ps = 55.0 uC/cm2, susceptibility = 40
wall half-width = 0.50 nm, tau = 1.00 ps
a = 1.4118e+09 J m/C2
b = 4.6670e+09 J m5/C4
g = 1.7647e-10 J m3/C2
L = 354.17 S/m, time step = 0.020 ps
kB*T = 4.1419e-21 J
barrier per 0.5 nm cell = 3.22 kB*T
h = 1.0 nm: noise per step = 0.766 uC/cm2
h = 0.5 nm: noise per step = 2.167 uC/cm2
h = 0.4 nm: noise per step = 3.028 uC/cm2
random field, h = 0.5 nm = 30.6 MV/cm
intrinsic coercive field = 2.99 MV/cm
Rings of 4 cells, averages in units of Ps^2 (Boltzmann | Langevin):
 h = 0.5 nm, V = 0.125 nm3
  <P_i^2>: 0.9375 | 0.9363
  <P_i P_i+1>: 0.9117 | 0.9102
 h = 0.3 nm, V = 0.027 nm3
  <P_i^2>: 0.7632 | 0.7590
  <P_i P_i+1>: 0.6859 | 0.6797
 h = 0.5 nm, V = 0.050 nm3
  <P_i^2>: 0.7951 | 0.7931
  <P_i P_i+1>: 0.7026 | 0.6996
Unscaled noise, h = 0.3 nm: T_eff = 64.8 K
  <P_i^2>: Boltzmann at T_eff 0.9561 | Langevin 0.9552
  <P_i P_i+1>: at T_eff 0.9423 | Langevin 0.9410
2 nm box average, linear spread = 1.354 uC/cm2
stability limit, h = 0.5 nm = 0.500 ps
site-variance step bias, h = 0.5 nm = 2.39 %
One cell, total-variation distance from Boltzmann:
  step 0.020 ps: 2.871e-03; after 1st-order term 2.289e-05
  step 0.010 ps: 1.431e-03; after 1st-order term 5.691e-06
3D runs, 12x12x12 cells, in uC/cm2:
 h = 0.5 nm: mean P = 53.57, one-loop = 53.60
  site spread = 7.31, linear theory = 7.18
 h = 0.4 nm: mean P = 52.76, one-loop = 52.87
  site spread = 9.04, linear theory = 8.84
Neglected effects (rough inputs), h = 0.5 nm:
 background permittivity = 7, soft mode = 6 THz
 depolarization stiffness / 2a = 5.71
 linear site spread with depolarization = 5.68 uC/cm2
 quantum/classical variance, uniform mode = 1.076
 quantum/classical variance, stiffest mode = 1.290
 d33 = 8 pm/V, stiffness = 230 GPa
 elastic coupling factor k^2 = 0.035
 damping/frequency implied by tau = 37.7
 formula-unit volume = 0.053 nm3
 formula units per cell: 0.5 nm 2.36, 0.4 nm 1.21
verified
```
